**Equal-capacitance gate barriers: permittivity against offset and mass**

The program compares an SiO2-like reference (subscript $o$) with high-permittivity layers (subscript $h$) at equal capacitance and equal insulator voltage $V$. Here $\epsilon$ is the permittivity, $\phi$ the barrier above the emitter Fermi level, $m$ the tunnelling mass and $S$ the WKB exponent. For $\phi_h<\phi_o$, the ratio $S_h/S_o$ falls from $R_0=(\epsilon_h/\epsilon_o)\sqrt{m_h\phi_h/(m_o\phi_o)}$ to $R_\infty=R_0\phi_h/\phi_o$. The program asserts the closed exponent, both limits, the steady fall for random layer pairs and the crossover formula against numerical quadrature. It also asserts agreement of the Airy-function transmission with direct integration of the wave equation, and of the transmission drop on doubling the thickness with $S$. In the output, layer A has a WKB crossover at 1.18 V and a current crossover at 1.20 V at 300 K, while B leaks less and C more than the reference at all four listed voltages. At 0.5 V, heating makes the currents of A and the reference equal at 468 K. At 600 K over-barrier emission supplies about 12% of the current of A, and the rest tunnels below the barrier top.

## Numerical check

```python
# Result under test: at equal capacitance and equal insulator voltage V, the ratio
# R = S_high/S_ref of WKB exponents falls with V from
#   R0 = (eps_h/eps_o)*sqrt(m_h*phi_h/(m_o*phi_o))   to   Rinf = R0*phi_h/phi_o,
# so a low-offset, light-mass high-permittivity layer can leak more than the reference.
# eps: permittivity; phi: barrier from emitter Fermi level (eV); m: tunnelling mass (m_e);
# eot: thickness of the reference layer with the same capacitance (nm).
# Energies are in eV and lengths in nm; E = 0 is the emitter Fermi level.
from collections import namedtuple
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import airy

Layer = namedtuple("Layer", "name eps phi m")
REF = Layer("reference", 4.0, 3.0, 0.50)
A = Layer("A", 20.0, 1.0, 0.15)
B = Layer("B", 20.0, 1.5, 0.20)
C = Layer("C", 10.0, 0.5, 0.20)
EOT = 2.0
M_S, MU = 0.20, 0.10        # electrode mass (m_e) and Fermi energy (eV)
K = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18    # hbar^2/(2 m_e), eV nm^2
KB = sc.k / sc.e


def thickness(layer, eot=EOT):
    return eot * layer.eps / REF.eps


def action_quad(layer, V, eot=EOT):
    """WKB exponent from its defining integral."""
    t = thickness(layer, eot)
    end = t * min(1.0, layer.phi / V)
    f = lambda x: 2 * np.sqrt(layer.m / K * max(layer.phi - V * x / t, 0.0))
    return quad(f, 0, end, epsabs=1e-11, epsrel=1e-10, limit=200)[0]


def action(layer, V, eot=EOT):
    """WKB exponent from the closed formula."""
    v = V / layer.phi
    g = 2 / (3 * v) * (1 - max(1 - v, 0.0)**1.5)
    return 2 * thickness(layer, eot) * np.sqrt(layer.m * layer.phi / K) * g


def ratio_limits(layer, ref=REF):
    r0 = layer.eps / ref.eps * np.sqrt(layer.m * layer.phi / (ref.m * ref.phi))
    return r0, r0 * layer.phi / ref.phi


def transmission(E, layer, V, eot=EOT):
    """Airy solution with psi and psi'/m continuous at both interfaces."""
    t = thickness(layer, eot)
    F = V / t
    ell = (K / (layer.m * F))**(1 / 3)
    k1 = np.sqrt(M_S * (E + MU) / K)
    k2 = np.sqrt(M_S * (E + MU + V) / K)
    ai0, aip0, bi0, bip0 = airy((layer.phi - E) / (F * ell))
    ait, aipt, bit, bipt = airy((layer.phi - E - V) / (F * ell))
    slope = -1j * ell * k2 * layer.m / M_S
    a = np.pi * (bipt - slope * bit)
    b = np.pi * (slope * ait - aipt)
    psi = a * ai0 + b * bi0
    dpsi = -(a * aip0 + b * bip0) / ell
    incoming = 0.5 * (psi + M_S / layer.m * dpsi / (1j * k1))
    return k2 / k1 / np.abs(incoming)**2


def current(layer, V, T, eot=EOT, over_only=False, n=6001):
    """Current density in A/cm^2; over_only keeps energies above the barrier top."""
    kT = KB * T
    low = layer.phi if over_only else -MU + 1e-9
    E = np.linspace(low, layer.phi + 25 * kT, n)
    supply = np.logaddexp(0, -E / kT) - np.logaddexp(0, -(E + V) / kT)
    integral = trapezoid(transmission(E, layer, V, eot) * supply, E)
    pref = sc.e * M_S * sc.m_e / (2 * np.pi**2 * sc.hbar**3)
    return pref * kT * integral * sc.e**2 * 1e-4


# Closed exponent against the defining integral, direct and triangular barriers
for layer in (REF, A, B, C):
    for V in (0.1, 0.5, 1.2, 2.0, 4.0):
        assert abs(action(layer, V) / action_quad(layer, V) - 1) < 1e-7

# Logarithmic slope of the field factor, by finite differences of the integral
for v in (0.2, 0.6, 0.9):
    d = 1e-3
    V = v * REF.phi
    numeric = -(np.log(action_quad(REF, V * np.exp(d)))
                - np.log(action_quad(REF, V * np.exp(-d)))) / (2 * d)
    u = np.sqrt(1 - v)
    assert abs(numeric - (1 - 1.5 * (u + u*u) / (1 + u + u*u))) < 1e-4

# Steady fall of the ratio and both limits, for random pairs of layers
rng = np.random.default_rng(4)
for _ in range(30):
    high = Layer("random", rng.uniform(5, 40), REF.phi * rng.uniform(0.1, 0.9),
                 rng.uniform(0.05, 1.0))
    volts = np.linspace(1e-4, REF.phi, 12)
    R = np.array([action_quad(high, V) / action_quad(REF, V) for V in volts])
    r0, rinf = ratio_limits(high)
    assert np.all(np.diff(R) < 0)
    assert abs(R[0] / r0 - 1) < 1e-3 and abs(R[-1] / rinf - 1) < 1e-6
    R_far = action_quad(high, 5.0) / action_quad(REF, 5.0)
    assert abs(R_far / rinf - 1) < 1e-6

# Crossover formula against a root of the integral definition
r0A, rinfA = ratio_limits(A)
V_star = REF.phi * (1 - (1 - rinfA)**(2 / 3))
assert rinfA < 1 < r0A and A.phi <= V_star < REF.phi
V_root = brentq(lambda V: action_quad(A, V) - action_quad(REF, V), 0.2, 2.9)
assert abs(V_root - V_star) < 1e-6

# Airy transmission against direct integration of the wave equation
for layer, V in ((REF, 1.0), (A, 0.5), (A, 2.0)):
    t = thickness(layer)
    k1, k2 = np.sqrt(M_S * MU / K), np.sqrt(M_S * (MU + V) / K)
    rhs = lambda x, y: [y[1], layer.m / K * (layer.phi - V * x / t) * y[0]]
    sol = solve_ivp(rhs, (t, 0), [1 + 0j, 1j * k2 * layer.m / M_S],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    inc = 0.5 * (psi + M_S / layer.m * dpsi / (1j * k1))
    assert abs(transmission(0.0, layer, V) / (k2 / k1 / abs(inc)**2) - 1) < 1e-5

# Doubling thickness at fixed voltage isolates the exponent. The triangular case
# has a wider tolerance because waves reflected at the collector interfere.
doubling = []
for layer, V, tol in ((REF, 0.5, 0.2), (REF, 2.0, 0.2), (A, 0.5, 0.2), (A, 2.0, 0.6)):
    drop = np.log(transmission(0.0, layer, V) / transmission(0.0, layer, V, 2 * EOT))
    assert abs(drop - action(layer, V)) < tol
    doubling.append((layer.name, V, drop, action(layer, V)))

# Transmission crossover approaches the WKB value in thick layers
def transmission_crossover(eot):
    f = lambda V: np.log(transmission(0.0, A, V, eot) / transmission(0.0, REF, V, eot))
    return brentq(f, 0.7, 1.8)

Vt_thin, Vt_thick = transmission_crossover(EOT), transmission_crossover(4 * EOT)
assert abs(Vt_thin - V_star) < 0.1 and abs(Vt_thick - V_star) < 0.03

# Full currents: one layer for each of the three cases
voltages = (0.5, 1.0, 1.5, 2.0)
J = {q.name: [current(q, V, 300) for V in voltages] for q in (REF, A, B, C)}
assert all(b < r for b, r in zip(J["B"], J["reference"]))
assert all(c > r for c, r in zip(J["C"], J["reference"]))
assert J["A"][0] < J["reference"][0] and J["A"][-1] > J["reference"][-1]
for layer in (REF, A):
    assert abs(current(layer, 0.5, 300, n=12001) / current(layer, 0.5, 300) - 1) < 1e-3

def log_ratio(V, T):
    return np.log(current(A, V, T) / current(REF, V, T))

V77 = brentq(lambda V: log_ratio(V, 77), 0.6, 1.8)
V300 = brentq(lambda V: log_ratio(V, 300), 0.6, 1.8)
assert abs(V77 - V_star) < 0.25 and V300 < V77
T_equal = brentq(lambda T: log_ratio(0.5, T), 300, 600)

# Hot emission over the low barrier hardly responds to doubled thickness
hot = 600
over = current(A, 0.5, hot, over_only=True)
over_double = current(A, 0.5, hot, 2 * EOT, over_only=True)
richardson = (sc.e * M_S * sc.m_e * (sc.k * hot)**2 / (2 * np.pi**2 * sc.hbar**3)
              * np.exp(-A.phi / (KB * hot)) * 1e-4)
thickA = current(A, 0.5, hot, 2 * EOT) / current(A, 0.5, hot)
thickR = current(REF, 0.5, hot, 2 * EOT) / current(REF, 0.5, hot)
assert 0.6 < over_double / over < 1.1 and 0.3 < over / richardson < 1.0
assert thickA > 0.3 and thickR < 1e-6

cap = sc.epsilon_0 * REF.eps / (EOT * 1e-9) * 100
print(f"electrode: mass {M_S:.2f} m_e, Fermi energy {MU:.2f} eV")
print(f"common capacitance: {cap:.3f} microF/cm^2")
for q in (REF, A, B, C):
    r0, rinf = ratio_limits(q)
    print(f"{q.name}: eps {q.eps:.0f}, phi {q.phi:.1f} eV, m {q.m:.2f} m_e, "
          f"t {thickness(q):.1f} nm, R0 {r0:.3f}, Rinf {rinf:.3f}")
for i, V in enumerate(voltages):
    print(f"V={V:.1f} V, exponents S: " + ", ".join(
        f"{q.name} {action(q, V):.2f}" for q in (REF, A, B, C)))
    print("  J at 300 K (A/cm^2): " + ", ".join(
        f"{q.name} {J[q.name][i]:.2e}" for q in (REF, A, B, C)))
print("changes made one after another, reference to A (exponent S):")
for V in (0.5, 2.0):
    chain = (REF, REF._replace(eps=A.eps),
             REF._replace(eps=A.eps, phi=A.phi), A)
    vals = [action(q, V) for q in chain]
    print(f"  V={V:.1f} V: reference {vals[0]:.2f}, +permittivity and thickness "
          f"{vals[1]:.2f}, +offset {vals[2]:.2f}, +mass {vals[3]:.2f}")
print("thickness doubling, drop in ln(transmission) against S:")
for name, V, drop, s in doubling:
    print(f"  {name}, V={V:.1f} V: drop {drop:.2f}, S {s:.2f}")
print(f"A, WKB crossover voltage: {V_star:.3f} V")
print(f"A, transmission crossover, eot {EOT:.0f} nm: {Vt_thin:.3f} V")
print(f"A, transmission crossover, eot {4*EOT:.0f} nm: {Vt_thick:.3f} V")
print(f"A, current crossover at 77 K: {V77:.3f} V; at 300 K: {V300:.3f} V")
print(f"A, equal-current temperature at 0.5 V: {T_equal:.0f} K")
for T in (300, 450, 600):
    print(f"V=0.5 V, T={T} K: J reference {current(REF, 0.5, T):.2e}, "
          f"J A {current(A, 0.5, T):.2e} A/cm^2")
print(f"A at 0.5 V, 600 K: over-barrier J {over:.2e} A/cm^2, "
      f"full-transmission estimate {richardson:.2e} A/cm^2")
print(f"A, over-barrier J ratio on doubling thickness: {over_double/over:.3f}")
print(f"total J ratio on doubling thickness, 600 K, 0.5 V: "
      f"A {thickA:.3f}, reference {thickR:.2e}")
print("OK")
```

Output:

```
electrode: mass 0.20 m_e, Fermi energy 0.10 eV
common capacitance: 1.771 microF/cm^2
reference: eps 4, phi 3.0 eV, m 0.50 m_e, t 2.0 nm, R0 1.000, Rinf 1.000
A: eps 20, phi 1.0 eV, m 0.15 m_e, t 10.0 nm, R0 1.581, Rinf 0.527
B: eps 20, phi 1.5 eV, m 0.20 m_e, t 10.0 nm, R0 2.236, Rinf 1.118
C: eps 10, phi 0.5 eV, m 0.20 m_e, t 5.0 nm, R0 0.645, Rinf 0.108
V=0.5 V, exponents S: reference 24.02, A 34.20, B 51.15, C 10.80
  J at 300 K (A/cm^2): reference 8.04e-04, A 4.22e-08, B 1.08e-15, C 3.38e+02
V=1.0 V, exponents S: reference 22.87, A 26.46, B 45.32, C 5.40
  J at 300 K (A/cm^2): reference 2.61e-03, A 1.15e-04, B 4.28e-13, C 7.66e+04
V=1.5 V, exponents S: reference 21.63, A 17.64, B 37.41, C 3.60
  J at 300 K (A/cm^2): reference 8.21e-03, A 2.32e-01, B 1.33e-09, C 4.11e+05
V=2.0 V, exponents S: reference 20.27, A 13.23, B 28.06, C 2.70
  J at 300 K (A/cm^2): reference 2.70e-02, A 1.55e+01, B 8.58e-06, C 9.45e+05
changes made one after another, reference to A (exponent S):
  V=0.5 V: reference 24.02, +permittivity and thickness 120.11, +offset 62.45, +mass 34.20
  V=2.0 V: reference 20.27, +permittivity and thickness 101.34, +offset 24.15, +mass 13.23
thickness doubling, drop in ln(transmission) against S:
  reference, V=0.5 V: drop 24.02, S 24.02
  reference, V=2.0 V: drop 20.29, S 20.27
  A, V=0.5 V: drop 34.21, S 34.20
  A, V=2.0 V: drop 13.33, S 13.23
A, WKB crossover voltage: 1.179 V
A, transmission crossover, eot 2 nm: 1.255 V
A, transmission crossover, eot 8 nm: 1.202 V
A, current crossover at 77 K: 1.323 V; at 300 K: 1.200 V
A, equal-current temperature at 0.5 V: 468 K
V=0.5 V, T=300 K: J reference 8.04e-04, J A 4.22e-08 A/cm^2
V=0.5 V, T=450 K: J reference 1.17e-03, J A 5.02e-04 A/cm^2
V=0.5 V, T=600 K: J reference 1.74e-03, J A 1.83e-01 A/cm^2
A at 0.5 V, 600 K: over-barrier J 2.24e-02 A/cm^2, full-transmission estimate 3.45e-02 A/cm^2
A, over-barrier J ratio on doubling thickness: 0.936
total J ratio on doubling thickness, 600 K, 0.5 V: A 0.327, reference 4.47e-11
OK
```
